Harmonic Balance for a Transistor Amplifier Driven into Compression

**The decision: how many harmonics to keep**

One rating of a power amplifier is its output at 1 dB gain compression, where the gain has fallen 1 dB below its small-signal value. For the stage treated here, a calculation with one harmonic puts that point at 5.82 W, three harmonics give 5.45 W, and forty give 5.58 W. The first two miss by +4.4 % and −2.4 % relative to the third. Comparing the first two shows that they disagree, but not which is closer or where the converged value lies. One has to decide how many harmonics K to keep, how many time samples N to take per period, and which iteration to trust. Compression raises the K needed, and N with it, and defeats the simplest iteration.

**The circuit and its balance**

The gate is biased at threshold and driven by x = A cos θ, with θ = ωt. The drain current is

i = g u(x) tanh(v/Vk),  u(x) = V0 ln(1 + exp(x/V0)).

Here v is the drain voltage, V0 sets the softness of turn-on, and Vk sets the knee, where a low drain voltage starves the current. The model omits gate-drain feedback, gate conduction, trapping, heating, breakdown, voltage-dependent capacitance and the maximum channel current, which in a real transistor is a further cause of compression. A resistor R and a coil L connect the drain to the supply VDD; a capacitor C goes to ground. The currents leaving the drain node sum to zero:

C dv/dt + (v − VDD)/R + i_L + i = 0,  L di_L/dt = v − VDD.

In a periodic state i_L returns to its starting value, so v − VDD has zero mean. With v = Σ V_k exp(ikθ) this gives V_0 = VDD. Reality requires V_(−k) = V_k*, and the peak of the fundamental is 2|V_1|.

For k ≠ 0, d/dt becomes ikω, and the coil current is (V_k)/(ikωL). The coil and capacitor resonate at ω, so 1/(ωL) = ωC ≡ B. Since 1/i = −i,

F_k ≡ Y_k V_k + I_k[v] = 0,  Y_k = 1/R + iB(k − 1/k).

Harmonic balance keeps k = 1…K and sets the higher V_k to zero. Physically, this short-circuits the drain at every omitted harmonic. The one-harmonic result therefore describes a different amplifier, whose harmonic terminations are shorts.

The example has f = 2 GHz, VDD = 28 V, g = 0.3 S, V0 = 0.5 V, Vk = 2 V, R = 60 Ω and C = 3 pF. These are round model parameters.

**What goes wrong with the naive iteration**

The direct scheme computes the current from the present voltage, then the voltage from the current:

V_k ← −I_k[v]/Y_k.

To see when it converges, perturb the voltage. With G_k the harmonics of ∂i/∂v, the product rule for Fourier series gives δI_k = Σ G_(k−l) δV_l over all kept l ≠ 0. Replacing negative l by −l and using reality,

δI_k = Σ_(l=1..K) [G_(k−l) δV_l + G_(k+l) δV_l*].

An error is thus multiplied by the real-linear map δV_k → −δI_k/Y_k. Small errors die out if its spectral radius ρ is below one; if ρ exceeds one, some small error grows.

Keeping the fundamental alone shows the mechanism. As Y_1 = 1/R,

δV_1 → −R(G_0 δV_1 + G_2 δV_1*).

Write G_2 = |G_2| exp(iφ). For δV_1 = a exp(iφ/2) with a real, the second term is |G_2| δV_1; for δV_1 = ia exp(iφ/2) it is −|G_2| δV_1. The multipliers are −R(G_0 + |G_2|) and −R(G_0 − |G_2|). The minus sign means overshoot: too high a voltage draws too much current, which then forces the voltage too low. The conductance responsible is

∂i/∂v = (g u/Vk) sech²(v/Vk).

It is exponentially small while v ≫ Vk and becomes appreciable when the voltage minimum reaches the knee.

The full forty-harmonic map has ρ = 0.70 at A = 2.76 V, 1.00 at 2.84 V and 1.40 at 2.94 V. Perturbations along the dominant direction, followed through sixteen actual iterations, change by the same factors per step. The crossing ρ = 1 occurs at only 0.37 dB of compression, and at 0.52 dB the scheme is clearly repelled from the solution. It cannot be relied on to trace the gain curve to 1 dB.

**An iteration that survives the knee**

The cure is to put the knee conductance into the equation being solved at each step. Newton's method solves δF = −F with

δF = P δV + Q δV*,  P_kl = Y_k δ_kl + G_(k−l),  Q_kl = G_(k+l),

where δ_kl is one for k = l and zero otherwise. Conjugation is not complex-linear, so write δV = a + ib with a and b real. Then δF = (P + Q)a + i(P − Q)b, and

Re δF = Re(P + Q) a − Im(P − Q) b,
Im δF = Im(P + Q) a + Re(P − Q) b.

This is an ordinary real system of size 2K. It must not become singular in compression, and a power argument shows that it does not.

Take two trial voltages with difference e, so e_0 = 0, and let Δi be the difference of their currents. Define ‖e‖² = Σ_(k≠0) |e_k|², the mean square of e over the period. Multiply each difference of balances by e_k* and sum over positive and negative k. Because Y_(−k) = Y_k*, the imaginary parts cancel in pairs, leaving

Σ e_k* ΔF_k = ‖e‖²/R + mean(e Δi).

The last term follows from inserting e = Σ e_k* exp(−ikθ) into the average, and it holds equally for an average over N samples. Since ∂i/∂v > 0, e and Δi have the same sign at each instant. Therefore

Σ e_k* ΔF_k ≥ ‖e‖²/R.  (monotonicity)

Several results follow.

Uniqueness: if both trials solve the balance, the left side is zero, hence e = 0.

Existence: compare V with the flat waveform v = VDD, whose residual is F⁰. Then Σ V_k* F_k ≥ ‖V‖²/R − ‖F⁰‖‖V‖, which is positive on a large enough sphere. A continuous vector field pointing outward on a sphere has a zero inside, by Brouwer's theorem.

Invertibility: for infinitesimal e, the Cauchy–Schwarz inequality turns monotonicity into ‖δF‖ ≥ ‖e‖/R. The smallest singular value of the Newton matrix is at least 1/R = 0.0167 S. At A = 4.5 V it is 0.0200 S.

The same bound controls the step. Newton's correction d obeys ‖d‖ ≤ R‖F‖. If M bounds the rate of change of the matrix in the region visited, a fraction s of the step gives

‖F_new‖ ≤ (1 − s)‖F‖ + ½ M s² R² ‖F‖².

For s ≤ 1/(MR²‖F‖) the second term is at most s‖F‖/2, so the residual falls to at most (1 − s/2)‖F‖. Monotonicity also gives ‖V‖ ≤ R‖F − F⁰‖, so iterates with decreasing residual stay in a bounded region and M can be chosen once. Halving s until the residual decreases sufficiently therefore leads to the solution. Near it s = 1 is accepted, and each new error is at most a constant times the square of the previous one.

Starting from a flat drain voltage with K = 200, the solution takes 2 steps at A = 1.5 V, 6 at 3 V and 9 at 4.5 V. At the largest drive, one Newton step reduces a 10⁻² V perturbation to 4.6 × 10⁻⁵ V and a 10⁻³ V perturbation to 4.6 × 10⁻⁷ V. Ten times less initial error leaves a hundred times less final error.

These guarantees rest on ∂i/∂v ≥ 0 and on a linear load whose conductance is at least 1/R at every harmonic. A falling output characteristic removes the first condition. Self-heating produces one in slow sweeps; at 2 GHz the temperature follows the mean dissipation and becomes a further unknown, outside this proof. Gate-drain feedback makes the gate voltage a further unknown, outside this proof. Several solutions may then exist.

**What sampling does to the current**

The current is computed at N equally spaced instants and transformed back. At these instants exp(ikθ) and exp(i(k+mN)θ) coincide for every integer m, so the computed harmonic is

I_k^(N) = Σ_m I_(k+mN).

The terms with m ≠ 0 are aliases. Distinguishing the harmonics −K…K of the voltage takes N ≥ 2K + 1, but the current is richer than the voltage. If i were a polynomial of degree p in v with constant coefficients, its harmonics would extend to pK. The lowest frequency that can fold onto a kept harmonic has magnitude N − K, so no folding occurs when

N − K > pK, that is N > (p + 1)K.

For a cubic with K = 5 this demands N = 21. In a trial with random harmonics, N = 20 gives an error of 4.6 V³, because harmonic −15 lands on harmonic 5; N = 21 leaves rounding error. The transistor current is not such a polynomial: tanh has no finite degree, and the gate factor varies in time. Oversampling reduces its aliases without a sharp cutoff.

Newton convergence gives no warning of this. The monotonicity argument holds for the sampled equations whatever the number of samples, so a badly sampled balance also has a unique solution, to which the iteration converges. A small sampled residual certifies the algebra, not the waveform.

**An error measure that sees both faults**

Insert the computed waveform v_K into the unsampled balance, including harmonics above K, and call the result r. For 1 ≤ |k| ≤ K the sampled balance vanishes, so

r_k = I_k − I_k^(N) = −Σ_(m≠0) I_(k+mN),

which is pure aliasing. For |k| > K the voltage has no harmonic, so r_k = I_k[v_K], which is truncation. The two sets of harmonics are disjoint, and their mean squares add:

‖r‖² = ‖r_alias‖² + ‖r_trunc‖².

Now apply monotonicity to e = v_K − v, where v is the exact periodic response with zero residual. Then ‖e‖²/R ≤ Σ e_k* r_k ≤ ‖e‖‖r‖, so

‖e‖ ≤ R‖r‖.

This can be evaluated without knowing v: compute the current from v_K once on a fine time grid. The numerical errors below are instead measured against a solution with K = 200 and N = 1024. At A = 4.5 V that reference agrees to 5 × 10⁻⁹ V with a time-domain integration carried on until the transient has died out.

For A = 4.5 V and K = 10, minimal sampling N = 21 gives 0.0517 A of aliasing and 0.0518 A of truncation. The bound is 60 Ω × √(0.0517² + 0.0518²) A ≈ 4.39 V; the actual rms error is 0.155 V. With N = 31 aliasing drops to 0.0033 A and the error to 0.060 V. Going on to N = 1024 removes the aliasing but leaves 0.059 V, since the truncation residual remains 0.032 A. Beyond about three samples per harmonic, the remedy in this case is a larger K.

The bound is safe but loose, because it credits each harmonic with the conductance 1/R and ignores the susceptance. Here B = 2.262/(60 Ω) = 0.0377 S, so harmonic 11 sees 0.0377 × (11 − 1/11) = 0.411 S, about 25 times 1/R. If the whole truncation residual sat in that harmonic and the knee conductance were neglected, the error would be 0.032/0.411 ≈ 0.08 V, the right size. The bound serves as a guarantee; the quotient is only a rough estimate, compared here with the true error in one case where aliasing is negligible.

**How many harmonics: the back-off case**

Start with the gate. Factoring exp(x/V0) out of the logarithm gives u(x) = x + u(−x). Hence u is x/2 plus an even function of x. An even function of cos θ repeats after half a period and contains even harmonics alone. Without the knee, the fundamental current has peak gA/2 at every drive, and the voltage has peak gRA/2 = 9A. Gain compression in this model is therefore due to the knee factor.

The even harmonics follow from the derivative

du/dθ = x′/(1 + exp(−x/V0)),  x′ = −A sin θ.

It has poles where x = iπV0(2n + 1). Near one of them the denominator is (x − x_n)/V0 ≈ x′(θ_n)(θ − θ_n)/V0, so the residue is V0. The coefficient of exp(ikθ) in du/dθ is ik u_k. For k ≥ 2 its integral can be closed in the lower half-plane: the far edge, placed between poles, contributes nothing in the limit because du/dθ grows there no faster than exp(|Im θ|). Clockwise traversal gives a factor −i, so

ik u_k = −iV0 Σ exp(−ikθ_n).

The lower poles lie at θ = ±π/2 − iσ_n with sinh σ_n = (2n + 1)πV0/A, n ≥ 0. Adding each pair,

u_k = −(2V0/k) cos(kπ/2) Σ_n exp(−kσ_n).

At A = 3 V this gives u_4 = −0.0358 V, in agreement with quadrature.

In back-off tanh ≈ 1, and V_k = −g u_k/Y_k. With |Y_k| ≈ Bk, the voltage harmonics fall as k⁻² exp(−kσ_0). At A = 1.5 V, σ_0 = arsinh(1.047) = 0.914. Going from K = 10 to 20 moves the first omitted even harmonic from 12 to 22, so the error should shrink by

(12/22)² exp(−9.14) ≈ 3.2 × 10⁻⁵.

The computed errors, 1.36 × 10⁻⁶ V and 4.33 × 10⁻¹¹ V, have that ratio.

Abrupt turn-on is the opposite limit. As V0 → 0 the values sinh σ_n, spaced by 2πV0/A, become dense. The sum becomes (A/2πV0) ∫ exp(−kσ) cosh σ dσ = (A/2πV0) k/(k² − 1), and

u_k → −A cos(kπ/2)/[π(k² − 1)].

The exponential factor is gone: a corner in the device model costs the method its fast convergence.

**How many harmonics: the compressed case**

The knee adds singularities where tanh has poles; the pair nearest the real axis is v_p = ±iπVk/2. Real voltages never reach them, but the waveform continued to complex θ does. Near such a point tanh(v/Vk) ≈ Vk/(v − v_p) dominates the node equation:

B dv/dθ ≈ −g u Vk/(v − v_p),

(v − v_p)² ≈ −(2g u Vk/B)(θ − θ*).

The voltage has a square-root branch point at θ* = x* − iσ. Wrap the Fourier integral around a cut running down from it, θ = θ* − is. The harmonic is then proportional to exp(−ikθ*) ∫ √s exp(−ks) ds, so

|V_k| ∝ k^(−3/2) exp(−kσ).

To locate θ*, make v the independent variable:

dθ/dv = −B cosh(v/Vk) / {g u sinh(v/Vk) + [(v − VDD)/R + i_L] cosh(v/Vk)}.

At v_p the cosh vanishes and the sinh is ±i, so the right side is smooth there. The coil current follows from di_L/dv = B(v − VDD) dθ/dv. Integration starts at a complex θ where the Fourier series still converges and ends at v_p.

At A = 3 V the path to +iπVk/2 ends at a branch point of depth 0.263; the gate singularity has depth 0.502. The path search is local. It does not by itself exclude a nearer singularity, and an end point need not lie on the sheet reached by going straight down from the real axis. The path to −iπVk/2 ends at depth 0.535 on such another sheet, so that depth is not a decay rate of the harmonics. As a check, harmonics 27 to 83 were fitted with terms for both end points and for the gate singularities, the real parts held fixed and the depths of the two end points scaled by a common factor; the best fit again gives a rate of 0.263. The knee has roughly halved the decay rate at only 0.62 dB of compression. From K = 20 to 40 the law predicts an error ratio of

(21/41)^(3/2) exp(−20 × 0.263) ≈ 1.9 × 10⁻³,

and the computed ratio is 2.0 × 10⁻³.

With dense sampling, an rms error below 1 mV is first reached at K = 6 for A = 1.5 V, K = 16 for 3 V and K = 32 for 4.5 V. The last case is compressed by 3.0 dB. Removing the knee factor there, with the gate current unchanged, brings K down from 32 to 12 and restores linear gain. The added cost at that drive thus comes from the knee.

**Settling the rating**

The working scheme is damped Newton iteration, starting from N of about 4K, which sufficed for K = 10 at A = 4.5 V, followed by one fine-grid evaluation of r. The two parts of r should not be weighed equally: aliasing falls on the kept harmonics, where the load admittance is smaller, so the same residual current can cause a larger voltage error. Raise N until aliasing is well below truncation; if the error is still too large, raise K and N together.

For the 1 dB point, K = 40 with N = 256 gives A = 3.225 V. The peak voltage is 9 × 3.225/10^(1/20) = 25.87 V, and the output is 25.87²/(2 × 60) = 5.58 W, or 37.46 dBm. Three harmonics differ from this by about 0.10 dB and one harmonic by about 0.19 dB at this 60 Ω load. Solving the model's waveform to an rms error below a millivolt takes 16 harmonics at 3 V and 32 at 4.5 V. The numerical output lists the errors for K = 3, 5, 10, 20 and 40.

Numbers as computed

```
f=2.0 GHz, VDD=28 V, g=0.3 S, V0=0.5 V, Vk=2.0 V
R=60 ohm, C=3.0 pF, L=2.1109 nH, R*omega*C=2.2619
small-signal voltage gain gR/2 = 9.00
cubic, K=5: alias error N=20: 4.567e+00, N=21: 4.3e-12 V^3
gate harmonic u_4 at A=3 V: quadrature -0.03576866, series -0.03576866 V
A=1.5 V: V1 peak=13.5000 V, Pout=1.5187 W, Idc=0.1722 A
  efficiency=31.51 %, compression=0.0000 dB, vmin=14.067 V, Newton steps=2
  K= 3: rms error N=2K+1: 3.729e-02 V, N=1024: 1.979e-02 V
  K= 5: rms error N=2K+1: 2.141e-03 V, N=1024: 1.339e-03 V
  K=10: rms error N=2K+1: 2.287e-06 V, N=1024: 1.360e-06 V
  K=20: rms error N=2K+1: 6.649e-11 V, N=1024: 4.333e-11 V
  K=40: rms error N=2K+1: 2.625e-16 V, N=1024: 7.587e-18 V
  first K with dense-sampling error below 1 mV: 6
A=3.0 V: V1 peak=25.1404 V, Pout=5.2670 W, Idc=0.2843 A
  efficiency=66.17 %, compression=0.6198 dB, vmin=2.086 V, Newton steps=6
  K= 3: rms error N=2K+1: 3.870e-01 V, N=1024: 2.660e-01 V
  K= 5: rms error N=2K+1: 1.037e-01 V, N=1024: 6.295e-02 V
  K=10: rms error N=2K+1: 1.405e-02 V, N=1024: 7.603e-03 V
  K=20: rms error N=2K+1: 3.463e-04 V, N=1024: 2.375e-04 V
  K=40: rms error N=2K+1: 6.819e-07 V, N=1024: 4.697e-07 V
  first K with dense-sampling error below 1 mV: 16
A=4.5 V: V1 peak=28.6539 V, Pout=6.8420 W, Idc=0.3351 A
  efficiency=72.92 %, compression=3.0054 dB, vmin=0.653 V, Newton steps=9
  K= 3: rms error N=2K+1: 1.874e+00 V, N=1024: 1.054e+00 V
  K= 5: rms error N=2K+1: 7.241e-01 V, N=1024: 2.596e-01 V
  K=10: rms error N=2K+1: 1.551e-01 V, N=1024: 5.875e-02 V
  K=20: rms error N=2K+1: 1.078e-02 V, N=1024: 7.498e-03 V
  K=40: rms error N=2K+1: 4.832e-04 V, N=1024: 2.784e-04 V
  first K with dense-sampling error below 1 mV: 32
A=4.5 V without knee: K for 1 mV = 12, compression = 1.9e-15 dB
A=4.5 V, K=10, N=21: alias=5.170e-02 A, trunc=5.176e-02 A, error=1.551e-01 V, bound=4.389e+00 V
A=4.5 V, K=10, N=31: alias=3.253e-03 A, trunc=3.152e-02 A, error=6.039e-02 V, bound=1.901e+00 V
A=4.5 V, K=10, N=41: alias=5.201e-04 A, trunc=3.199e-02 A, error=5.846e-02 V, bound=1.920e+00 V
A=4.5 V, K=10, N=1024: alias=2.522e-16 A, trunc=3.220e-02 A, error=5.875e-02 V, bound=1.932e+00 V
A=4.5 V: largest gap to time integration = 5.20e-09 V
smallest singular value=0.020010 S, 1/R=0.016667 S
Newton error after one step from 1e-2 V: 4.619e-05 V, from 1e-3 V: 4.585e-07 V
relaxation: A=2.7618 V, spectral radius=0.7000, observed factor=0.6998, compression=0.262 dB
relaxation: A=2.8421 V, spectral radius=1.0000, observed factor=1.0000, compression=0.372 dB
relaxation: A=2.9379 V, spectral radius=1.4000, observed factor=1.4000, compression=0.519 dB
1 dB point, K= 1: A=3.2947 V, Pout=5.8200 W (37.649 dBm)
1 dB point, K= 3: A=3.1868 V, Pout=5.4452 W (37.360 dBm)
1 dB point, K=40: A=3.2251 V, Pout=5.5768 W (37.464 dBm)
A=3 V branch points: theta=6.0911-0.2631i, 0.7208-0.5350i rad
decay per harmonic: gate=0.5022, knee=0.2631, from harmonics=0.2631
harmonics 27 to 83: relative misfit=1.56e-03
```
